# Why a soft polar phonon gives barium titanate a large Pockels coefficient

In tetragonal barium titanate the ions carry a spontaneous polarisation that is hard to lengthen but easy to turn. A slow electric field across the polar axis turns it. The electronic polarisability is tied to the ionic displacement, so the principal axes of the refractive index turn too. In the model below, the ionic part of the corresponding Pockels coefficient is

$$
r_{51}^{\rm ion}=\left(\frac1{n_e^2}-\frac1{n_o^2}\right)\frac{Z}{K_\perp u_0}. \qquad (1)
$$

Here $u_0$ is the spontaneous ionic displacement, $Z$ the charge of the polar mode, $K_\perp$ its stiffness across the axis, and $n_e$, $n_o$ the indices for light polarised along and across the axis. A soft phonon means a small $K_\perp$, which stands in the denominator. Softness is not sufficient, however: (1) also needs a finite $u_0$ and an index anisotropy produced by it.

## Units and the quantity sought

Rydberg units are used: $\hbar=1$, $2m_e=1$, $e^2=2$, with energies in Ry and lengths in bohr. The macroscopic field $\mathbf E$ enters as $\mathbf F=e\mathbf E$, in Ry/bohr. The polar axis is $z$.

Let $B=\varepsilon^{-1}$ be the inverse of the optical dielectric tensor. The Pockels coefficients are its first derivatives with respect to a slow field:

$$
\delta B_{xz}=r_{51}F_x,\qquad \delta B_{zz}=r_{33}F_z,\qquad \delta B_{xx}=r_{13}F_z .
$$

They come out in bohr/Ry, and 1 bohr/Ry is 3.889 pm/V. "Slow" means that the ions can follow. Light oscillates far above the phonon frequency and far below the electronic resonances, so it finds the ions at rest and the electrons following at once. Strain is held fixed.

## Where the softness and the large charge come from

Take one ionic coordinate $u$ and one electronic dipole $ey$ per cell, coupled bilinearly:

$$
W_0=\tfrac12 s u^2+\tfrac12 k y^2-\lambda uy-(Z_b u+y)F .
$$

At $F=0$ the electrons settle at $y=\lambda u/k$. Measure the electronic dipole from there by writing $y=x+\lambda u/k$. Then

$$
\tfrac12ky^2-\lambda uy
=\tfrac12kx^2+\lambda ux+\frac{\lambda^2u^2}{2k}-\lambda ux-\frac{\lambda^2u^2}{k}
=\tfrac12kx^2-\frac{\lambda^2u^2}{2k},
$$

and $-yF=-xF-(\lambda/k)uF$. Hence

$$
W_0=\tfrac12au^2+\tfrac12kx^2-(Zu+x)F,\qquad
a=s-\frac{\lambda^2}{k},\qquad Z=Z_b+\frac{\lambda}{k}.
$$

The same coupling lowers the restoring force and, for $\lambda>0$, raises the charge. With $s=0.2925$, $\lambda=0.0625$ and $k=0.0125$ Ry/bohr², the coefficient is $a=0.2925-0.3125=-0.0200$ Ry/bohr², a small remainder of two large terms, while the charge grows from 3 to $3+5=8$. A negative $a$ means that the undisplaced ion is unstable. This one coupling, with chosen numbers, is a caricature: it shows how softness and a large charge can go together, and lumps the long-range dipole forces and the charge transfer along bonds of a real perovskite into $s$ and $\lambda$.

## The model in three dimensions

Higher-order terms must now stop the instability and let the polarisability depend on $\mathbf u$. A minimal choice that is symmetric under inversion of all vectors is

$$
\begin{aligned}
W={}&\tfrac a2u^2+\tfrac b4\sum_iu_i^4+\tfrac c2\sum_{i<j}u_i^2u_j^2\\
&+\tfrac k2x^2+\tfrac g2(\mathbf u\cdot\mathbf x)^2+w(\mathbf u\cdot\mathbf x)x^2-(Z\mathbf u+\mathbf x)\cdot\mathbf F .
\end{aligned}
$$

The term with $g$ makes the electrons stiffer along the ionic displacement. The term with $w$ is an electronic anharmonicity, cubic in $\mathbf x$, that appears only when the ions are displaced. It is unbounded at large $x$, so $W$ is used near its local minimum, at small $x$.

At $F=0$ the electrons sit at $\mathbf x=0$. Since $(u^2)^2=\sum_iu_i^4+2\sum_{i<j}u_i^2u_j^2$, the ionic energy is

$$
\tfrac a2u^2+\tfrac b4(u^2)^2+\tfrac{c-b}2\sum_{i<j}u_i^2u_j^2 .
$$

For $c>b$ the last term is smallest, namely zero, when $\mathbf u$ lies along a cube axis. Take this to be $z$. The force vanishes when $au_0+bu_0^3=0$, so $u_0^2=-a/b$. The second derivatives there are

$$
K_\parallel=a+3bu_0^2=-2a,\qquad K_\perp=a+cu_0^2=(c-b)u_0^2 .
$$

The first resists a change of length of $\mathbf u$, the second a change of direction. If $c$ is close to $b$, the energy hardly depends on direction, and $K_\perp$ is small although $u_0$ is not. Both are stiffnesses at fixed macroscopic field, so they set the transverse-optical frequencies, $\omega^2=K/M$.

## What the light sees

With the ions at rest, a small optical field $\delta\mathbf F$ moves the electrons by $\delta\mathbf x=\kappa^{-1}\delta\mathbf F$, where $\kappa_{ij}=\partial^2W/\partial x_i\partial x_j$:

$$
\kappa_{ij}=k\delta_{ij}+gu_iu_j+2w\left[u_ix_j+x_iu_j+(\mathbf u\cdot\mathbf x)\delta_{ij}\right]. \qquad (2)
$$

The polarisation is $e\,\delta\mathbf x/V$ for a cell of volume $V$, and $\delta\mathbf F=e\,\delta\mathbf E$. Therefore

$$
\varepsilon=1+\frac{4\pi e^2}{V}\kappa^{-1}=1+\eta\kappa^{-1},\qquad \eta=\frac{8\pi}V .
$$

Without a slow field, $\kappa$ is diagonal, with $k_o=k$ across the axis and $k_e=k+gu_0^2$ along it. Thus $n_o^2=\varepsilon_o=1+\eta/k$ and $n_e^2=\varepsilon_e=1+\eta/k_e$.

For a small change $\delta\kappa$, differentiating the two inverses gives $\delta\varepsilon=-\eta\kappa^{-1}\delta\kappa\,\kappa^{-1}$ and $\delta B=-B\,\delta\varepsilon\,B$. The two minus signs cancel:

$$
\delta B_{ij}=\frac{\eta\,\delta\kappa_{ij}}{\varepsilon_ik_i\,\varepsilon_jk_j}. \qquad (3)
$$

## The response to a slow field

Every term of $W$ that couples $\mathbf u$ to $\mathbf x$ is at least quadratic in $\mathbf x$, so the mixed second derivatives vanish at $\mathbf x=0$. To first order, ions and electrons respond separately.

**Field across the axis.** Here $u_x=ZF_x/K_\perp$ and $x_x=F_x/k$. Equation (2) gives, to first order, $\delta\kappa_{xz}=gu_0u_x+2wu_0x_x$. With (3),

$$
r_{51}=\frac{\eta u_0}{\varepsilon_o\varepsilon_ekk_e}\left[\frac{gZ}{K_\perp}+\frac{2w}{k}\right]. \qquad (4)
$$

**Field along the axis.** Here $\delta u_z=ZF_z/K_\parallel$ and $x_z=F_z/k_e$. Then $\delta\kappa_{zz}=2gu_0\delta u_z+6wu_0x_z$ and $\delta\kappa_{xx}=2wu_0x_z$, so that

$$
r_{33}=\frac{\eta u_0}{\varepsilon_e^2k_e^2}\left[\frac{2gZ}{K_\parallel}+\frac{6w}{k_e}\right],\qquad
r_{13}=\frac{2\eta wu_0}{\varepsilon_o^2k^2k_e}.
$$

The terms with $w$ are what remains if the ions are clamped. At given $u_0$ they contain electronic stiffnesses only; they depend on the ions through the factor $u_0$ alone and vanish with it. The missing ionic part of $r_{13}$ is a feature of this simple coupling; a term in $\kappa_{xx}$ proportional to $u_z^2$ would supply one.

To reach (1), write the index anisotropy in terms of its cause:

$$
\frac1{\varepsilon_e}-\frac1{\varepsilon_o}
=\frac{\varepsilon_o-\varepsilon_e}{\varepsilon_o\varepsilon_e}
=\frac{\eta}{\varepsilon_o\varepsilon_e}\left(\frac1k-\frac1{k_e}\right)
=\frac{\eta gu_0^2}{\varepsilon_o\varepsilon_ekk_e}.
$$

The ionic term of (4) is this expression times $Z/(K_\perp u_0)$, which is (1). The second factor has a direct meaning: the displacement turns by the small angle $u_x/u_0=ZF_x/(K_\perp u_0)$. A modest birefringence is thus multiplied by a large angle per field.

The angle can also be expressed through measurable quantities. It equals the ionic polarisation induced across the axis divided by the spontaneous polarisation $P_0$. In SI units,

$$
r_{51}^{\rm ion}=\frac{\epsilon_0(\varepsilon_s-\varepsilon_o)}{P_0}\left(\frac1{n_e^2}-\frac1{n_o^2}\right), \qquad (5)
$$

where $\varepsilon_s=\varepsilon_o+\eta Z^2/K_\perp$ is the static dielectric constant across the axis. The large Pockels coefficient and the large static dielectric constant share one cause, the small $K_\perp$.

## Numbers for one set of parameters

Take $V=430$ bohr³, $b=0.320$, $c=0.352$, $g=0.010$ and $w=0.0010$ Ry/bohr⁴, with $a$, $k$ and $Z$ as above. These are round model values, not a calculation for a particular material. They give

$$
u_0=\sqrt{0.0200/0.320}=0.250\ \text{bohr},\qquad
K_\perp=0.032\times0.0625=0.0020\ \text{Ry/bohr}^2,
$$

and $K_\parallel=0.040$ Ry/bohr². The indices are $n_o=2.382$ and $n_e=2.335$, so $1/n_e^2-1/n_o^2=0.00719$. The angle per field is $8/(0.0020\times0.250)=16\,000$ bohr/Ry. Equation (1) yields

$$
r_{51}^{\rm ion}=0.007194\times16\,000=115.1\ \text{bohr/Ry}.
$$

The clamped-ion part is 0.46 bohr/Ry, 250 times smaller. The total is 115.6 bohr/Ry, or 450 pm/V. Relaxing ions and electrons numerically in a small field and differentiating the optical tensor confirms the ionic and electronic parts separately, to within one part in $10^4$ of each; the numerical output follows the text. Equation (5), with $\varepsilon_s=1876$ and $P_0=0.266$ C/m², gives 448 pm/V for the ionic part.

Along the axis $r_{33}=12.7$ bohr/Ry, of which 11.4 is ionic. The ratio of the ionic parts is

$$
\frac{r_{51}^{\rm ion}}{r_{33}^{\rm ion}}=\frac{K_\parallel}{2K_\perp}\,\frac{\varepsilon_ek_e}{\varepsilon_ok}\approx10\times1.01 .
$$

Turning the polarisation is more effective than stretching it because it is softer.

## Which ingredient does what

**Softening at fixed displacement.** Let $c$ approach $b$ at fixed $a$ and $b$. When $K_\perp$ falls from 0.0200 to 0.000625 Ry/bohr², a factor of 32, $r_{51}$ rises from 12.0 to 368.8 bohr/Ry. Its clamped-ion part stays at 0.46, and the remainder grows by the factor 32.

**Softening towards the nonpolar state.** Let $a\to0^-$ instead. Now the displacement shrinks along with the stiffness:

$$
\frac{u_0}{K_\perp}=\frac{\sqrt b}{(c-b)\sqrt{|a|}},\qquad
\frac{u_0}{K_\parallel}=\frac1{2\sqrt{b|a|}} .
$$

Both ionic coefficients still diverge in this mean-field model, but only as $|a|^{-1/2}$. Reducing $|a|$ from 1/100 to 1/400 of its original value doubles them, as the numerical relaxation confirms.

**Softness without polarisation.** For $a>0$ the displacement vanishes without a field. Each field-induced term in (2) is then a product of two small quantities, so $\delta\kappa$ starts at order $F^2$ and all Pockels coefficients vanish. At $a=0.0002$ Ry/bohr² the static dielectric constant is about 18 700, ten times that of the polar example, and the numerical Pockels coefficients are below $10^{-5}$ bohr/Ry.

**Softness without optical coupling.** For $g=0$ the ions move just as far, but the light does not notice: $r_{51}$ is 0.46 bohr/Ry whether or not the ions relax.

## The price in speed

For a drive $F_xe^{-i\Omega t}$ and damping rate $\Gamma$, the ion obeys $M\ddot u_x+M\Gamma\dot u_x+K_\perp u_x=ZF_xe^{-i\Omega t}$. Inserting $u_x\propto e^{-i\Omega t}$ and dividing by $K_\perp=M\omega^2$ gives

$$
r_{51}(\Omega)=r_{51}^{\rm el}+\frac{r_{51}^{\rm ion}}{1-\Omega^2/\omega^2-i\Gamma\Omega/\omega^2}.
$$

With $M=15\,000$ in units of $2m_e$, $\omega=3.65\times10^{-4}$ Ry, a frequency of 1.2 THz. For $\Gamma=\omega/2$, integrating the motion in time gives a real part of 138.6 bohr/Ry at $\Omega=\omega/2$ and $-7.1$ at $4\omega$. At $20\omega$ it is 0.17, still below the electronic 0.46, because the ions move in antiphase and subtract 0.29.

At fixed $u_0$ and $M$, $r_{51}^{\rm ion}\omega^2$ does not change with $K_\perp$. A hundredfold larger coefficient therefore costs a factor of ten in phonon frequency. This measures the loss of speed only while the mode stays underdamped; at fixed $\Gamma$, softening drives it towards the opposite case. If damping dominates, $\Gamma\gg\omega$, then for $\Omega\ll\Gamma$ the $\Omega^2$ term is negligible beside the damping term, and the response falls off at $\Omega\approx\omega^2/\Gamma$. This rate is proportional to $K_\perp$ at fixed $\Gamma$, so the same gain then costs a factor of a hundred.

## Using the coefficient in a film

A turn of the index axes does little for light travelling along $y$ and polarised along $x$ or $z$. To first order in the field, the off-diagonal element $B_{xz}$ turns the principal axes of $B$ but leaves its principal values unchanged. Let the light instead be polarised along $\mathbf s=(1,0,1)/\sqrt2$ and travel in the $xz$ plane at right angles to $\mathbf s$. A slow field in that plane does not couple $\mathbf s$ to $y$, so the index obeys

$$
\frac1{n^2}=\mathbf s\cdot B\,\mathbf s=\tfrac12(B_{xx}+B_{zz})+B_{xz}.
$$

With the slow field also along $\mathbf s$, $F_x=F_z=F/\sqrt2$, and

$$
r_{\rm eff}=\frac1{\sqrt2}\left[r_{51}+\tfrac12(r_{13}+r_{33})\right]
=\frac{115.6+6.6}{1.414}=86.4\ \text{bohr/Ry},
$$

or 336 pm/V. Since $n=(1/n^2)^{-1/2}$, the index change is $\delta n=-\tfrac12n^3r_{\rm eff}F$. At 1 MV/m, with $n=2.3585$, this is $-2.20\times10^{-3}$.

Full relaxation gives $-2.11\times10^{-3}$, smaller in magnitude by 4% of the linear value. One contribution is easily found: the field along the axis lengthens $u_z$ by $ZF_z/K_\parallel=5.5\times10^{-4}$ bohr, which raises $a+cu_z^2$ by $2cu_0\delta u_z$, about 5% of $K_\perp$. Other nonlinear terms exist and are not separated here. The linear law requires a small angle, $F_x\ll K_\perp u_0/Z$, so its range shrinks as the mode softens. Here $K_\perp u_0/Z$ corresponds to 16 MV/m. For the reversed field the deviation has the opposite sign and grows faster. At fixed length the energy varies with the angle $\theta$ as $\tfrac18K_\perp u_0^2\sin^22\theta$, whose largest restoring torque is $\tfrac14K_\perp u_0^2$, so a field across the axis, or along $-\mathbf s$, of roughly a quarter of that scale tips the polarisation off the $z$ axis altogether. In real crystals domain walls can move at much lower fields, and 1 MV/m exceeds the coercive field of bulk barium titanate; the numbers above describe a single domain that stays in place.

All three Pockels coefficients are odd in $u_0$. Equal amounts of antiparallel domains therefore cancel the linear effect, and a film needs a net polarisation, for example from poling.

## How far this describes barium titanate

Tetragonal barium titanate has the combination that (1) requires: a finite polarisation and a low resistance to turning it, since a phase with another polarisation direction lies close by. Its measured $r_{51}$ is of the order of a thousand pm/V, smaller at fixed strain than in a crystal free to deform. The model, with strain held fixed and parameters chosen to be plausible, not fitted, gives 450 pm/V.

The model leaves out several things. Its quartic energy prefers a body diagonal once $c<b$, whereas barium titanate next turns to a face diagonal, which needs sixth-order terms. At finite temperature $u_0$ and the stiffnesses belong to a free energy, not to the bare potential. If cubic symmetry gives the off-diagonal optical coupling its own coefficient $g'$, then $g'$ replaces $g$ in (4); the factor $1/K_\perp$ survives, but the pure rotation formula (1) does not. Part of the measured birefringence comes from the spontaneous tetragonal strain and does not turn when strain is held fixed, so (1) and (5) with measured indices are estimates only. A crystal free to strain has a further, piezoelectric contribution at low frequency. Finally, the soft mode of barium titanate is strongly damped and partly a hopping of ions between off-centre sites, so a single oscillator cannot be expected to reproduce the full spectrum of the response.

## Table of computed values

```
cell volume V = 430 bohr^3; mass M = 15000 (2 m_e)
bare ionic stiffness s = 0.2925 Ry/bohr^2
bilinear coupling lambda = 0.0625 Ry/bohr^2
softening lambda^2/k = 0.3125 Ry/bohr^2
net coefficient a = -0.0200 Ry/bohr^2
bare charge = 3.0 e; mode charge Z = 8.0 e
b = 0.320, c = 0.352 Ry/bohr^4
electronic stiffness k = 0.0125 Ry/bohr^2
g = 0.010, w = 0.0010 Ry/bohr^4
spontaneous displacement u0 = 0.2500 bohr
spontaneous polarisation P0 = 0.2661 C/m^2
K_perp = 0.00200 Ry/bohr^2
K_par = 0.04000 Ry/bohr^2
omega_perp = 3.6515e-04 Ry = 1.201 THz (f)
omega_par = 1.6330e-03 Ry
n_o = 2.3824, n_e = 2.3352
1/n_e^2 - 1/n_o^2 = 0.007194
rotation per field Z/(K_perp u0) = 16000.0 bohr/Ry
static eps across axis = 1876.0, along = 99.0
1 bohr/Ry = 3.8894 pm/V
r51 total = 115.561 bohr/Ry = 449.5 pm/V
r51 frozen ions = 0.4604 bohr/Ry = 1.79 pm/V
r51 ionic, from SI quantities = 447.7 pm/V
r33 total = 12.714 bohr/Ry = 49.4 pm/V
r33 frozen ions = 1.3040 bohr/Ry
r13 total = 0.4423 bohr/Ry
softening at fixed u0: K_perp (Ry/bohr^2), static eps, r51, frozen r51 (bohr/Ry)
  0.020000  192.7  11.971  0.4604
  0.006250  604.2  37.293  0.4604
  0.002000  1876.0  115.561  0.4604
  0.000625  5990.8  368.784  0.4604
a/100 to a/400: ionic r51 grows by 2.0001, r33 by 2.0003
nonpolar control: a = 0.0002 Ry/bohr^2, static eps = 18709, max |r| below 1e-5 bohr/Ry: True
control g = 0: r51 with relaxed ions = 0.4645 bohr/Ry
damping rate / omega_perp = 0.50
drive frequency / omega_perp, Re r51, Im r51 (bohr/Ry)
  0.5  138.5824  46.0412
  4.0  -7.0790  1.0052
  20.0  0.1721  0.0072
r_eff at 45 degrees = 86.366 bohr/Ry = 335.9 pm/V
field = 1.0e+06 V/m = 3.8894e-06 Ry/bohr
index at 45 degrees without field = 2.3585
index change, linear formula = -2.2033e-03
index change, full relaxation = -2.1108e-03
```
